# Choosing the model for ferroelectric switching transients: Avrami, arctangent or full convolution

A point dipole of moment $\mu$ in a medium of permittivity $\varepsilon$ makes a field of order $\mu/(\varepsilon r^3)$ in Gaussian units. If such dipoles lie at random with density $n_d$, the one field that can be formed from $\mu$, $\varepsilon$ and $n_d$ is $n_d\mu/\varepsilon$, so the characteristic function $\phi(k)=\langle e^{ik\,\delta E}\rangle$ of the random field component $\delta E$ depends on $k\,n_d\mu/\varepsilon$ alone. Independent populations of dipoles add their fields and multiply their characteristic functions, so $\ln\phi\propto n_d$. Equal numbers of up and down dipoles make $\phi$ even in $k$. The three conditions leave $\ln\phi=-\Gamma|k|$ with $\Gamma=C\,n_d\mu/\varepsilon$ and $C$ a pure number, which is the transform of a Lorentzian.

A second argument concerns time. A region with one time scale $t_0$ switches by a function of $t/t_0$, that is, of the difference $x-z$ with $x=\log_{10}(t/1\,\mathrm{s})$ and $z=\log_{10}(t_0/1\,\mathrm{s})$. A film of independent regions therefore gives a convolution in log time. If the single-region curve has width $a$ and the distribution of $z$ has width $w$, the shape of the transient depends on $a/w$ alone. The operation is the one that smears an occupation step with a chosen line shape and width, and the choices are alike: which shape to fit, which width to fix, and over what range.

## The single-region law and the exponent $n$

Let $p=\Delta P/2P_s$ be the switched fraction. In the Kolmogorov-Avrami-Ishibashi (KAI) model, nuclei appear at independent random places and their walls move at constant speed $v$. A point is still unswitched at time $t$ if no nucleus lies close enough to have reached it. For Poisson statistics this has probability $e^{-\bar N}$, with $\bar N$ the mean number of nuclei within reach. In two dimensions, with $N$ nuclei per area present from the start, $\bar N=\pi Nv^2t^2$. With nuclei born at rate $J$ per area, $\bar N=\int_0^tJ\pi v^2(t-t')^2dt'=\pi Jv^2t^3/3$. Both have the form $(t/t_0)^n$, with $n=2$ and $n=3$. In log time,
$$K(s)=1-\exp(-10^{ns})=1-\exp(-e^{s/a}),\qquad s=x-z,\qquad a=\frac1{n\ln10}.$$
Solving $10^{ns}=-\ln(1-p)$ at $p=0.9$ and $0.1$ gives a 10–90 % width of $\log_{10}[\ln10/\ln(10/9)]/n=1.3395/n$ decades, or 0.67 decades at $n=2$.

$K$ rises from 0 to 1, so it is the distribution function of a random delay $s=au$. Differentiating $1-\exp(-e^u)$ gives the density $e^{u-e^u}$. With $\tau=e^u$,
$$\langle e^{\lambda u}\rangle=\int_0^\infty\tau^{\lambda}e^{-\tau}d\tau=\Gamma_{\!E}(1+\lambda),$$
where $\Gamma_{\!E}$ is Euler's function. The first two derivatives of $\ln\Gamma_{\!E}(1+\lambda)$ at $\lambda=0$ are the mean and the variance: $\langle u\rangle=-\gamma$, with $\gamma$ Euler's constant, and $\langle(u+\gamma)^2\rangle=\pi^2/6$.

## The Lorentzian average and the arctangent

In the nucleation-limited switching (NLS) model each region has its own $z$. Take
$$L(z-x_1)=\frac{w/\pi}{(z-x_1)^2+w^2},\qquad A(y)=\int_{-\infty}^yL(y')\,dy'=\frac12+\frac1\pi\arctan\frac yw .$$
The transient $p(x)=\int L(z-x_1)K(x-z)\,dz$ is the probability that $z+au\le x$. Doing the $z$ average first at fixed $u$ gives
$$p(x)=\int_{-\infty}^\infty du\,e^{u-e^u}A(x-x_1-au)\equiv\langle A(y)\rangle,\qquad y=x-x_1-au.\tag{1}$$
The weight is smooth and decays at both ends, so (1) is evaluated by the trapezoid rule on a fixed uniform grid in $u$. The spacing must be small compared with 1 and with $w/a$, the scale on which $A$ varies with $u$, so a fixed grid fails as $w/a\to0$.

For a step kernel, $a=0$, (1) is the arctangent itself. For finite $n$ it is not, and the difference can be bounded. Write $y=Y-\eta$ with $Y=x-x_1+\gamma a$ and $\eta=a(u+\gamma)$, so that $\langle\eta\rangle=0$ and $\langle\eta^2\rangle=\pi^2a^2/6$. Taylor's theorem gives $A(Y-\eta)=A(Y)-\eta A'(Y)+\tfrac12\eta^2A''(\xi)$ for some $\xi$ between $Y$ and $Y-\eta$. The linear term averages to zero. Since $A'=L$,
$$A''(y)=-\frac{2wy}{\pi(y^2+w^2)^2},\qquad A'''(y)=-\frac{2w\,(w^2-3y^2)}{\pi(y^2+w^2)^3}.$$
$|A''|$ is largest where $A'''=0$, at $|y|=w/\sqrt3$, where it equals $(2w^2/\sqrt3)/(\pi\cdot16w^4/9)=3\sqrt3/(8\pi w^2)$. Hence
$$|p(x)-A(x-x_1+\gamma a)|\le\frac{\pi^2a^2}{12}\cdot\frac{3\sqrt3}{8\pi w^2}=\frac{\sqrt3\,\pi}{32}\Big(\frac aw\Big)^2=0.170\Big(\frac aw\Big)^2.\tag{2}$$
As $a/w\to0$, $\xi\to Y$, and the error at $|Y|=w/\sqrt3$ approaches the bound. Three consequences govern the use of the arctangent.

The centre of a fitted arctangent estimates $x_1-\gamma a$, not $x_1$. Ignoring the shift costs $\gamma aA'(0)=\gamma a/(\pi w)$ in $p$ at the centre, which is first order in $a/w$.

The width read near the centre is biased upward. Differentiating the expansion at the centre, $p'=A'(0)+\tfrac12\langle\eta^2\rangle A'''(0)=(1/\pi w)(1-\langle\eta^2\rangle/w^2)$ to second order, and a lower slope reads as a larger $w$. The sign need not carry over to a window that misses the centre: in the worked example at 500 statV/cm, a noise-free fit from $10^{-4}$ to 1 s returns a width about 1 % low.

For noise $\sigma$ per point, $a/w<\sqrt{\sigma/0.170}$ is sufficient to keep the model error of the shifted arctangent below the noise at every point.

The arctangent spans many decades. Inverting it gives $Y=w\tan\pi(p-\tfrac12)$ and a 10–90 % width $2w\tan0.4\pi=6.155\,w$. For the late tail let $X=x-x_1\gg w,a$. Use $1-A(y)=\arctan(w/y)/\pi=(w/\pi y)(1-w^2/3y^2+\dots)$, then $1/y=(1/X)(1+au/X+a^2u^2/X^2+\dots)$, and $\langle u^2\rangle=\gamma^2+\pi^2/6$. The asymptotic series is
$$1-p=\frac{w}{\pi X}\Big[1-\frac{\gamma a}X+\frac{a^2(\gamma^2+\pi^2/6)-w^2/3}{X^2}+\dots\Big].$$
The leading term falls as $1/\log t$ and carries the true $w$ with no trace of $n$, whereas the KAI remainder $\exp(-10^{ns})$ is a double exponential in $x$.

This mismatch shows in the local Avrami slope,
$$n_{\rm eff}=\frac{d\ln[-\ln(1-p)]}{d\ln t}=\frac{p'(x)}{\ln10\,(1-p)\,[-\ln(1-p)]},$$
which is the constant $n$ for KAI. For the arctangent at its median, $p'=1/\pi w$, $1-p=\tfrac12$, and $n_{\rm eff}=2/(\pi w\ln10\ln2)=0.399/w$. In the tail, $p'=w/\pi X^2$ and $n_{\rm eff}=1/[X\ln10\,\ln(\pi X/w)]\to0$. When $a\ll w$, the exponent of a KAI fit thus reports $1/w$ and the time window, and carries almost no information on the geometry of growth.

One defect remains. At early times $p\approx w/(\pi|X|)$, so a Lorentzian over all $z$ assigns weight to arbitrarily short times. The field model below removes this weight.

## The width from the local field

Assume frozen, uncorrelated point dipoles $\pm\mu$ along the field axis, equal in number, in an isotropic medium, with any local-field factor absorbed in $\mu$. A dipole at distance $r$ and polar angle $\theta$ gives $E_z=\pm b/r^3$ with $b=\mu(3c^2-1)/\varepsilon$ and $c=\cos\theta$. The charge $e$ enters through $\mu$; $\hbar$ and $m$ are hidden in the empirical constants of the switching law and do not appear. For $N_d$ dipoles in a volume $V$ the average factorises, and the average over signs turns $e^{\pm ikb/r^3}$ into a cosine:
$$\phi(k)=\Big[1-\frac1V\int d^3r\,\Big(1-\cos\frac{kb}{r^3}\Big)\Big]^{N_d}\to\exp\Big[-n_d\int d\Omega\int_0^\infty r^2dr\,\Big(1-\cos\frac{kb}{r^3}\Big)\Big].$$
Put $q=|kb|/r^3$, so $r^2dr=\tfrac13d(r^3)=-|kb|\,dq/3q^2$. The radial integral is $(|kb|/3)\int_0^\infty(1-\cos q)\,dq/q^2$. Integration by parts, with vanishing end terms, turns the integral into $\int_0^\infty\sin q\,dq/q=\pi/2$. For the angles, $\int_0^1(3c^2-1)\,dc=0$, so the negative part below $c=1/\sqrt3$ and the positive part above have the same size, $c-c^3|_{1/\sqrt3}=2/(3\sqrt3)$, and $\int d\Omega\,|3c^2-1|=4\pi\cdot4/(3\sqrt3)$. Then
$$\Gamma=\frac{n_d\mu}\varepsilon\cdot\frac\pi6\cdot\frac{16\pi}{3\sqrt3}=\frac{8\pi^2}{9\sqrt3}\frac{n_d\mu}\varepsilon=5.065\,\frac{n_d\mu}{\varepsilon}.$$
The inverse transform $(1/2\pi)\int e^{-\Gamma|k|-ik\,\delta E}dk=(\Gamma/\pi)/(\delta E^2+\Gamma^2)$ shows that $\Gamma$ is the half-width.

This Lorentzian is the distribution of the field at a point. Averaging the field over a sphere one dipole spacing $n_d^{-1/3}$ across cuts off the far Lorentzian wings, and averaging over several spacings also makes the distribution much narrower. What follows therefore assumes that the time of a region is set by the field at one site small compared with that spacing. Give each region one such local field $E_{\rm loc}=E+\delta E$, with $E$ the applied field, and take the empirical Merz law $t_0=t_\infty e^{\alpha/E_{\rm loc}}$ for $E_{\rm loc}>0$. Regions with $E_{\rm loc}\le0$ are assumed not to switch. Then $z=x_\infty+\beta\rho$ with $x_\infty=\log_{10}(t_\infty/1\,\mathrm s)$, $\beta=\alpha/\ln10$ and $\rho=1/E_{\rm loc}$. The density of $\rho$ takes the factor $|dE_{\rm loc}/d\rho|=1/\rho^2$. With $D=E^2+\Gamma^2$, completing the square gives
$$\frac{\Gamma/\pi}{\rho^2[(1/\rho-E)^2+\Gamma^2]}=\frac{\Gamma/\pi}{D\rho^2-2E\rho+1}=\frac{(\Gamma/D)/\pi}{(\rho-E/D)^2+(\Gamma/D)^2},$$
where $1/D-E^2/D^2=\Gamma^2/D^2$ was used. The reciprocal of a Lorentzian variable is Lorentzian, with no expansion in $\delta E/E$, and
$$x_1=x_\infty+\frac{\beta E}{D},\qquad w=\frac{\beta\Gamma}{D},\qquad\frac{x_1-x_\infty}{w}=\frac E\Gamma.\tag{3}$$
Linearising the Merz law would give $w=\beta\Gamma/E^2$, larger by the factor $1+\Gamma^2/E^2$.

Switching regions have $\rho>0$, that is $z>x_\infty$. The part of the Lorentzian below $x_\infty$ belongs to reversed local fields and has weight
$$f_0=\frac12-\frac1\pi\arctan\frac E\Gamma=\frac1\pi\arctan\frac\Gamma E .$$
The film transient is $p_{\rm film}=p-\int_{-\infty}^{x_\infty}LK\,dz=p-f_0+\delta$ with $\delta=\int_{-\infty}^{x_\infty}L\,(1-K)\,dz$. For $z<x_\infty$, $1-K\le\exp[-10^{n(x-x_\infty)}]$, so
$$p_{\rm film}=p-f_0+\delta,\qquad0\le\delta\le f_0\exp[-10^{n(x-x_\infty)}].\tag{4}$$
The truncation is a constant offset once the window starts a few $a$ after $x_\infty$; one decade after it, at $n=2$, $\delta\le f_0e^{-100}$. The transient saturates at $1-f_0$. The data therefore cannot be normalised by their own plateau: $2P_s$ is either known independently, as assumed below, or fitted as an amplitude shared by all fields. The arctangent needs a free offset.

The late tail has a direct meaning. At time $x$ the regions still waiting are those with $0<E_{\rm loc}<\beta/(x-x_\infty)$. The field density at zero is $\Gamma/\pi D$, and it is nearly constant over this interval when $\beta/(x-x_\infty)\ll\sqrt D$, that is $x-x_\infty\gg\sqrt{(x_1-x_\infty)^2+w^2}$. Their weight is then $w/[\pi(x-x_\infty)]$, which agrees with $w/\pi X$ to leading order. Only this asymptotic tail tests the Merz law near zero local field, where a law with a threshold field would alter it. At earlier times the waiting regions cover fields comparable to $E$: in the worked example below, at 500 statV/cm and 1 s, they extend to $\beta/9=241$ statV/cm, and $w/[\pi(x-x_\infty)]=0.029$ while $w/\pi X=0.054$. The far wings of the field distribution come from small $r$, where a point dipole in a continuum is a poor model once $r$ is comparable to the dipole length or the lattice spacing. By the map $\rho=1/E_{\rm loc}$ these wings land next to $x_\infty$ and inside $f_0$, which are the features most exposed to that failure. The late tail needs $\delta E\approx-E$ and is exposed only when $E$ is so high that this takes a dipole that close. In the worked example a single dipole produces 500 statV/cm only within $(2\mu/\varepsilon E)^{1/3}=6.4\times10^{-8}$ cm, against a mean spacing $n_d^{-1/3}=1.5\times10^{-7}$ cm. Excluding dipoles closer than $4\times10^{-8}$ cm changes the field density at $\delta E=-E$, which sets the late tail, by 2 % at 400 and 500 statV/cm and lowers it by 14 % at 700; a cutoff of $6\times10^{-8}$ cm lowers it to about a quarter at 500. The $4\times10^{-8}$ cm cutoff halves $f_0$ at 500 statV/cm and multiplies it by 0.60 at 400 and 0.33 at 700, so the example illustrates the fitting method rather than a real lattice. Correlated dipoles break the factorisation of $\phi$, and dipoles that reorient during the pulse make $\Gamma$ depend on time.

## The fitting procedure

A KAI fit uses $p=p_0K(x-z_0)$ with $p_0$, $z_0$, $n$ free. It is the right model for $w\ll a$, where $L$ acts as a delta function except in its tails.

An arctangent fit uses $p=c_0+\pi^{-1}\arctan[(x-x_c)/w]$. By (2) to (4), $c_0=\tfrac12-f_0$ and $x_c=x_1-\gamma a$, so one transient and an assumed $n$ give
$$\Gamma=E\tan\pi f_0,\qquad\alpha=\ln10\;\frac{wD}\Gamma,\qquad x_\infty=x_c+\gamma a-w\cot\pi f_0.\tag{5}$$
The last relation is an extrapolation. Its variation is $\delta x_\infty=\delta x_c-(E/\Gamma)\,\delta w+\pi w\,(D/\Gamma^2)\,\delta f_0$, because $\cot\pi f_0=E/\Gamma$ and $\sin^2\pi f_0=\Gamma^2/D$. The coefficient of $\delta w$ is large for $E\gg\Gamma$. The coefficient of $\delta f_0$ equals $\pi\beta/\Gamma$ by (3), is independent of $E$, and is large for $\beta\gg\Gamma$. In these regimes (5) supplies starting values rather than results.

The full fit minimises $\chi^2=\sum(p_{\rm data}-p+f_0)^2/\sigma^2$ over several fields with the shared parameters $\theta=(x_\infty,\alpha,\Gamma)$ and, optionally, $n$. Differentiating (1) under the average, with $\partial y/\partial x_1=-1$ and $\partial y/\partial a=-u$,
$$p_{x_1}=-\langle L(y)\rangle,\qquad p_w=-\Big\langle\frac{y}{\pi(y^2+w^2)}\Big\rangle,\qquad p_a=-\langle uL(y)\rangle .$$
From (3), $\partial x_1/\partial\Gamma=-2\beta E\Gamma/D^2$ and $\partial w/\partial\Gamma=\beta(D-2\Gamma^2)/D^2=\beta(E^2-\Gamma^2)/D^2$. Also $\partial f_0/\partial\Gamma=(1/\pi E)/(1+\Gamma^2/E^2)=E/\pi D$ and $da/dn=-a/n$. The columns of the Jacobian $\mathsf J$ of $p-f_0$ are
$$\partial_{x_\infty}=p_{x_1},\qquad\partial_\alpha=\frac{Ep_{x_1}+\Gamma p_w}{D\ln10},\qquad\partial_n=-\frac an\,p_a,$$
$$\partial_\Gamma=\beta\,\frac{-2E\Gamma p_{x_1}+(E^2-\Gamma^2)p_w}{D^2}-\frac E{\pi D}.$$
With residuals $r$ and $H=\mathsf J^T\mathsf J$, the Levenberg-Marquardt step solves $(H+\lambda\,\mathrm{diag}H)\,\Delta\theta=\mathsf J^Tr$. A step that lowers $\chi^2$ is kept and $\lambda$ is divided by ten; otherwise $\lambda$ is multiplied by ten. Damping with $\mathrm{diag}H$ makes the step independent of the units of the parameters. For independent noise and a model that is linear over the error range, the covariance is $\sigma^2H^{-1}$.

Whether to free $n$ follows from $p_a$. As $a/w\to0$, $L(y)$ is constant over the range of $u$, so $p_a\to-\langle u\rangle L=\gamma L=-\gamma p_{x_1}$. The columns for $n$ and $x_\infty$ become parallel, and the data fix the combination $x_\infty-\gamma a$. What separates them is of higher order in $a/w$ and grows as $w$ shrinks, which by (3) happens as $E$ rises. The exponent should be freed when the set includes high-field transients with $a/w$ not small, and otherwise fixed. The other parameters, $x_\infty$ most of all, are then conditional on the assumed $n$.

## Worked example

The parameters are round model values: dipoles of charge $2e$ and length $2\times10^{-8}$ cm, $n_d=3\times10^{20}$ cm$^{-3}$, $\varepsilon=300$, $\alpha=5000$ statV/cm, $t_\infty=10^{-9}$ s, $n=2$. With $e=4.8032\times10^{-10}$ esu,
$$\mu=2(4.8032\times10^{-10})(2\times10^{-8})=1.9213\times10^{-17}\ \text{esu cm},$$
$$\Gamma=5.0651\times\frac{(3\times10^{20})(1.9213\times10^{-17})}{300}=97.3\ \text{statV/cm}=29.2\ \text{kV/cm}.$$
Further, $\beta=5000/\ln10=2171.5$ statV/cm, $a=0.217$ and $\gamma a=0.125$ decades. At $E=500$ statV/cm, $D=500^2+97.31^2=2.5947\times10^5$ (statV/cm)$^2$, so $x_1=-9+2171.5\times500/D=-4.816$, or $t_1=10^{x_1}\,\mathrm s=1.53\times10^{-5}$ s. Likewise $w=2171.5\times97.31/D=0.814$, $f_0=\arctan(0.1946)/\pi=0.0612$ and $a/w=0.267$. The error column below is the largest $|p-A(Y)|$ in units of $2P_s$ over $|x-x_1|\le6w$, with $p$ from (1).

| $E$ (statV/cm) | $x_1$ | $w$ | $f_0$ | $a/w$ | error | bound (2) |
|---|---|---|---|---|---|---|
| 400 | −3.875 | 1.247 | 0.0760 | 0.174 | 0.0049 | 0.0052 |
| 500 | −4.816 | 0.814 | 0.0612 | 0.267 | 0.0107 | 0.0121 |
| 700 | −5.957 | 0.423 | 0.0440 | 0.513 | 0.0326 | 0.0448 |

The film transient was computed without (1) to (4), by midpoint quadrature of $K$ over the positive local fields. At 500 statV/cm it reaches $p=0.1$, $0.5$ and $0.9$ at $3.5\times10^{-7}$ s, $1.7\times10^{-5}$ s and 52 s. This span of 8.2 decades exceeds $6.155\,w=5.0$ because of the offset: $p_{\rm film}=0.9$ lies close to the saturation value $0.9388$ of the film and needs $A=0.9+f_0=0.9612$, far out in the tail where $A$ approaches 1. At 1 s the shifted arctangent gives $\tfrac12+\arctan(4.941/0.8144)/\pi-0.0612=0.887$, and the quadrature gives 0.8867.

Synthetic data were made at the three fields, 33 times each, evenly spaced in $x$ from $10^{-8}$ to 1 s, with Gaussian noise $\sigma=0.004$. The sufficient condition for the arctangent is $a/w<\sqrt{0.004/0.170}=0.15$, which none of the three fields meets.

The KAI fit at 500 statV/cm returns $p_0=0.855$, $z_0=-4.55$, $n=0.44$ and reduced $\chi^2=28$. The exponent is far from the 2 used inside each region and near the median slope $0.399/0.814=0.49$ of the arctangent. The amplitude lies below the value 0.887 that the film has already reached at 1 s.

The arctangent fit returns $c_0=0.4411$, $x_c=-4.925$, $w=0.851$ and reduced $\chi^2=1.62$. For 30 degrees of freedom the expected scatter about 1 is $\sqrt{2/30}=0.26$, so the misfit is mild. On noise-free data the centre is $-4.933$, within 0.008 of $x_1-\gamma a=-4.941$ and 0.12 from $x_1$. The noise-free width is 0.845, about 4 % above the true 0.814. The sign is the one derived from the central slope. That slope alone would suggest a relative bias $\langle\eta^2\rangle/w^2=\pi^2a^2/6w^2=0.12$; the smaller least-squares bias over the whole window was found numerically. The linearised width $\beta\Gamma/E^2$ is also 0.845; it depends on $\Gamma/E$, while the fit bias depends on $a/w$, so the agreement is particular to these parameters.

Inverting by (5): $f_0=0.0589$, $\Gamma=500\tan(0.0589\pi)=93.6$ statV/cm, $\alpha\approx5.42\times10^3$ statV/cm and $x_\infty=-4.925+0.125-0.851\times500/93.6=-9.35$. The miss of $-0.35$ decades follows from the variation formula. With $\delta x_c=+0.016$, $\delta w=+0.037$ and $\delta f_0=-0.0023$, the terms are $+0.016$, $-5.14\times0.037=-0.19$ and $-\pi\times0.814\times27.4\times0.0023=-0.16$, which sum to $-0.33$ at first order.

From this start the global fit with $n=2$ converges in 5 iterations to reduced $\chi^2=1.03$ for 96 degrees of freedom:
$$x_\infty=-9.009\pm0.011,\qquad\alpha=5009\pm14,\qquad\Gamma=97.4\pm0.4\ \text{statV/cm},$$
that is $\alpha=1502\pm4$ kV/cm and $\Gamma=29.20\pm0.13$ kV/cm. Each value is within one standard error of its input. Over 150 refits with fresh noise the scatter was 0.97, 0.98 and 0.92 times the error from $\sigma^2H^{-1}$. These errors describe noise on data that obey the model. They include no error in $2P_s$, in $n$ or in the assumptions, and $n_d$ follows from $\Gamma$ no better than $\mu/\varepsilon$ is known.

For a four-parameter fit to a single transient, the covariance at the true parameters gives standard errors in $n$ of 0.58, 0.32 and 0.17 at 400, 500 and 700 statV/cm, falling as $a/w$ rises. The global fit with $n$ free gives $n=2.26\pm0.11$, $x_\infty=-9.023\pm0.013$ and reduced $\chi^2=0.97$. This is 2.4 quoted errors from the input. The data were made with $n=2$, so the offset comes from this noise sample; the quoted error is evaluated at the fitted $n$ and rises with $n$. At $n=2$ it is 0.084, which matches the scatter of refits with fresh noise, so this sample is an uncommon one, and one data set of this quality should not be read as evidence for a non-integer exponent. The protected combination stayed in place. At $n=2.26$, $a=1/(2.26\ln10)=0.192$ and $x_\infty-\gamma a=-9.023-0.111=-9.134$, while at $n=2$ it is $-9.009-0.125=-9.134$. The correlation of $n$ with $x_\infty$ is $-0.48$. Its sign is the one that a fixed $x_\infty-\gamma a$ requires, and its size can be estimated. The part of the error of $x_\infty$ tied to $n$ is $\gamma a\,\sigma_n/n$, which is $0.111\times0.11/2.26=0.0054$. Added in quadrature to the fixed-$n$ error 0.011 it gives 0.012, and the ratio of the tied part to the total gives a correlation of about $-0.44$, near the value found. The correlation tends to $-1$ when the tied part outgrows the fixed-$n$ error, as it does in the parallel-column limit $a/w\to0$.
